# Why inelastic cotunnelling gives Coulomb-blockade valleys a temperature-squared conductance

A small metal island sits between two tunnel junctions, and a gate holds it midway between two conductance peaks. Adding or removing an electron then costs a charging energy many times $kT$. Transport through real charging events should vanish exponentially on cooling, yet a small conductance remains and falls only as $T^2$. This leakage limits how well a single-electron device can be switched off.

## The two routes and the model

Let the island have total capacitance $C$ and charging energy $E_C=e^2/2C$. Let $n_g$ be the gate charge in units of $e$, measured from the valley centre. The electrostatic energy with $n$ excess electrons is $E_C(n-n_g)^2$. From $n=0$, adding and removing an electron cost

$$E_1=E_C(1-2n_g),\qquad E_2=E_C(1+2n_g).$$

The junction conductances $G_L,G_R$ are much smaller than $e^2/h$. Island and leads are normal metals with thermalized electrons, flat densities of states and spin-conserving tunnelling. The island's level spacing is far below $kT$. Single-particle energies are measured from the local Fermi level, $f$ is the Fermi function, and $\beta=1/kT$.

In sequential tunnelling the island really becomes charged, and the electrons must supply the cost. In cotunnelling one electron enters and another leaves in a single second-order quantum process. The charged state is virtual, so energy need balance only between the initial and final states.

## Why sequential tunnelling freezes

An electron that pays a cost $x$ starts at $\varepsilon$ and arrives at $\varepsilon-x$. The available phase space is

$$P(x)=\int f(\varepsilon)[1-f(\varepsilon-x)]\,d\varepsilon .$$

For two energies $a,b$, inserting $1-f(b)=e^{\beta b}f(b)$ gives

$$f(a)[1-f(b)]=\frac{f(b)-f(a)}{e^{\beta(a-b)}-1}.$$

With $a-b=x$, the remaining integral is the area between two Fermi steps displaced by $x$, which is $x$. Hence

$$P(x)=\frac{x}{e^{\beta x}-1},\qquad P(-x)=e^{\beta x}P(x).$$

Let $K_j$ be the squared tunnelling matrix element of junction $j$ times the densities of states on its two sides, summed over spin. The golden-rule rate is $(2\pi/\hbar)K_jP(x)$. For an isolated junction at voltage $V$, the forward minus backward phase space is $P(-eV)-P(eV)=eV$, so

$$G_j=\frac{2\pi e^2}{\hbar}K_j,\qquad \text{rate}=\frac{G_j}{e^2}P(x).$$

Now apply a small voltage across the whole device. Entry from the left costs $E_1-a$ and entry from the right $E_1+a$, with $a=eV/2$. Write the ratio of occupations of $n=1$ and $n=0$ as $p_1/p_0=e^{-\beta E_1}(1+s)$. To first order in $a$ and $s$, the net electron flows onto the island are

$$J_L=\frac{p_0G_L}{e^2}P(E_1)(\beta a-s),\qquad J_R=\frac{p_0G_R}{e^2}P(E_1)(-\beta a-s).$$

A steady charge requires $J_L+J_R=0$, so $s=\beta a(G_L-G_R)/(G_L+G_R)$. Then $\beta a-s=\beta eV\,G_R/(G_L+G_R)$, and the current $eJ_L$ gives the conductance

$$\frac{G_LG_R}{G_L+G_R}\,p_0\,\beta P(E_1).$$

The route through $n=-1$ gives the same expression with $E_2$. At low temperature $p_0\to1$ and $P(E)\to Ee^{-\beta E}$. At the valley centre the two routes add to

$$G_{\rm seq}\simeq\frac{G_LG_R}{G_L+G_R}\;\frac{2E_C}{kT}\,e^{-E_C/kT}.$$

The exponential is the price of a real charging event.

## Why cotunnelling does not

In the final state, one electron has moved from lead state $k$ to island state $q$, and another from island state $q'$ to lead state $p$. Either move may come first. The operators for the two moves act on different fermion pairs and therefore commute, so the two orders have the same sign. Apart from an irrelevant overall sign, the amplitude at zero bias is

$$A=t_Lt_R\left[\frac1{E_1+\varepsilon_q-\varepsilon_k}+\frac1{E_2+\varepsilon_p-\varepsilon_{q'}}\right].$$

The charging energy appears in denominators, not in a Boltzmann factor. The process is called inelastic because it leaves an electron-hole excitation on the island.

For a transfer from left to right, energy conservation reads $\varepsilon_q+\varepsilon_p-\varepsilon_k-\varepsilon_{q'}=eV$. The bias also shifts each denominator by an amount of order $eV$. When $kT$ and $eV$ are far below $E_1$ and $E_2$, these changes are negligible and the bracket becomes $D=1/E_1+1/E_2$. The golden rule then gives

$$\Gamma(V)=\frac{2\pi}{\hbar}K_LK_RD^2W(eV)=\frac{\hbar G_LG_R}{2\pi e^4}D^2W(eV).$$

Here $W$ is the integral of $f(\varepsilon_k)[1-f(\varepsilon_q)]f(\varepsilon_{q'})[1-f(\varepsilon_p)]$ over all energies obeying conservation. Put $\omega=\varepsilon_q-\varepsilon_k$. The first pair contributes $N(\omega)=P(-\omega)=\omega/(1-e^{-\beta\omega})$, and the second must take up $eV-\omega$:

$$W(x)=\int_{-\infty}^{\infty}N(\omega)N(x-\omega)\,d\omega .$$

At zero bias, with $y=\beta\omega$,

$$W(0)=(kT)^3\int_{-\infty}^{\infty}\frac{y^2\,dy}{4\sinh^2(y/2)} .$$

For $y>0$, $1/[4\sinh^2(y/2)]=\sum_{m\ge1}m e^{-my}$. The integral is therefore $2\sum_m m(2/m^3)=4\sum_m m^{-2}=2\pi^2/3$.

The power of three has a simple origin. Four energies obey one conservation condition, and the Fermi factors confine each of the three free energies to a range of order $kT$.

A small voltage only unbalances these events. The reverse of a process has the same $|A|^2$. Since $f/(1-f)=e^{-\beta\varepsilon}$, the ratio of forward to reverse Fermi factors is $e^{\beta eV}$. Thus $I=e\Gamma(V)(1-e^{-\beta eV})\simeq e^2V\Gamma(0)/kT$. One power of $T$ is divided out:

$$G_{\rm in}=\frac{e^2\Gamma(0)}{kT}=\frac{\pi\hbar G_LG_R}{3e^2}\left(\frac1{E_1}+\frac1{E_2}\right)^2(kT)^2 .$$

This is the leading result in weak tunnelling and in $kT/E_{1,2}$.

## How large it is

Consider an aluminium single-electron transistor with oxide barriers, kept normal by a magnetic field. Take $C=0.4$ fF and $200\ \mathrm{k\Omega}$ per junction, so $G_L=G_R=5000$ nS and $E_C=200.3\ \mathrm{\mu eV}$, or 2.324 K. At 100 mK, $E_C/kT=23.24$. With $h/e^2=25.813\ \mathrm{k\Omega}$, the dimensionless factor $\hbar G_L/e^2$ is $25.813/(2\pi\times200)=0.0205$. At the valley centre

$$G_{\rm in}=\frac{\pi}{3}(0.0205)\frac{4}{(23.24)^2}(5000\ \mathrm{nS})\simeq0.80\ \mathrm{nS},$$

$$G_{\rm seq}\simeq2500\ \mathrm{nS}\times2(23.24)e^{-23.24}\simeq9.4\times10^{-6}\ \mathrm{nS}.$$

| $T$ (mK) | $T^2$ law (nS) | Sequential (nS) |
|---:|---:|---:|
| 50 | 0.199 | $1.5\times10^{-15}$ |
| 100 | 0.797 | $9.4\times10^{-6}$ |
| 200 | 3.19 | 0.52 |

At 100 mK the logarithmic slope $d\ln G/d\ln T$ of the sequential part is 22.2, against 2 for cotunnelling. The two formulas cross at 256 mK.

## Where the square law ends

**High temperature.** At zero bias and the valley centre, the full denominators give

$$\frac1{E_C+\omega}+\frac1{E_C-\omega}=\frac{2E_C}{E_C^2-\omega^2}.$$

Its square is $(4/E_C^2)(1+2\omega^2/E_C^2+\ldots)$. The thermal average of $\omega^2$ needs the integral above with $y^4$ in place of $y^2$, which is $2\sum_m m(24/m^5)=48\pi^4/90=8\pi^4/15$. Dividing by $2\pi^2/3$ gives $\langle\omega^2\rangle=(4\pi^2/5)(kT)^2$. The law is therefore multiplied by

$$1+\frac{8\pi^2}{5}\left(\frac{kT}{E_C}\right)^2+\ldots$$

The large coefficient matters: this first correction is 2.9% at 100 mK and 12% at 200 mK. At the crossover it is 19%, and the next three terms of the series are about 10%, 9% and 12%. The series does not settle there, so 256 mK is only an estimate. The poles at $|\omega|=E_C$ mark real charging, where this perturbation theory no longer separates the two routes.

**Finite bias.** Write $N(\omega)=\omega/2+S(\omega)$, where $S(\omega)=|\omega|/2+R(\omega)$ is even and $R(\omega)=|\omega|/(e^{\beta|\omega|}-1)$. The current depends on

$$W(x)-W(-x)=\int[(x-\omega)S(\omega)+\omega S(x-\omega)]\,d\omega .$$

For $x>0$, the $|\omega|/2$ parts cancel outside $0<\omega<x$ and leave $\int_0^x\omega(x-\omega)d\omega=x^3/6$. The thermal parts give $2x\int R\,d\omega=2x(\pi^2/3)(kT)^2$. Hence

$$I=\frac{\hbar G_LG_R}{12\pi e^2}D^2\left[(eV)^2+(2\pi kT)^2\right]V .$$

Bias opens the same phase space as heat. When $eV\gg2\pi kT$, but still far below the charging costs, $I\propto V^3$ and the temperature dependence is lost. In the example this window is narrow: $2\pi kT$ is $27\ \mathrm{\mu eV}$ at 50 mK and $54\ \mathrm{\mu eV}$ at 100 mK, against $E_C=200\ \mathrm{\mu eV}$. A bias of $2\ \mathrm{\mu V}$ raises $I/V$ by 0.55% at 50 mK.

**Low temperature.** An electron can also cross without leaving an excitation. Let $\delta$ be the level spacing per spin and let the couplings to the two leads be random and uncorrelated. The cross terms between levels then average out when many lead channels contribute. With a single channel per lead, an individual island can deviate from the average by about the average itself. The averaged sum of squared denominators is $(1/\delta)(1/E_1+1/E_2)$. With $\nu_j$ the lead density of states per spin, $G_j=(4\pi e^2/\hbar)|t_j|^2\nu_j/\delta$. The elastic conductance is

$$G_{\rm el}=\frac{4\pi e^2}{\hbar}\nu_L\nu_R\frac{|t_L|^2|t_R|^2}{\delta}D=\frac{\hbar G_LG_R\delta}{4\pi e^2}\left(\frac1{E_1}+\frac1{E_2}\right).$$

It has no power of $T$, because no pair of thermal excitations is needed. For an island of $1000\times100\times30\ \mathrm{nm^3}$, a free-electron estimate gives $\delta=29$ neV and $G_{\rm el}=0.0023$ nS. On this estimate the elastic part is 1.2% of the inelastic value at 50 mK, and the two are equal near 5 mK. Uncorrelated couplings require that an electron can spread over the whole island within about $\hbar/E_C=3.3$ ps. Diffusion along this 1000 nm island takes longer. With a mean free path of 30 nm, equal to the film thickness, an electron starting at one end needs about 15 ps before the probability of finding it at the far end reaches 90% of its uniform value. The elastic term then depends on where the junctions sit. In a one-dimensional diffusion picture it is about a quarter of the estimate for junctions at opposite ends, which moves the equality down to about 3 mK, and about 2.5 times the estimate for junctions 100 nm apart at one end.

**Stronger tunnelling.** Virtual tunnelling shifts each charge state by $-\alpha\int\omega\,d\omega/(\omega+\Delta)$ for every neighbouring charge state at cost $\Delta$, where $\alpha=\hbar(G_L+G_R)/(2\pi e^2)=0.0065$. At the valley centre the costs are $E_C,E_C$ from $n=0$ and $-E_C,3E_C$ from $n=1$. Up to a cutoff $\Lambda\gg E_C$, the principal value of each integral is $\Lambda-\Delta\ln(\Lambda/|\Delta|)$, apart from a remainder of about $-\Delta^2/\Lambda$ that vanishes as $\Lambda$ grows. In the difference between the two states the cutoff cancels, and the gap falls by $3\ln3\,\alpha E_C$, or 2.2%. Inserting this gap in the law raises $G_{\rm in}$ by about 4%. The sequential part has the gap in its exponent and is far more sensitive: the same shift raises it by a factor of about 1.6 at 100 mK and 2.7 at 50 mK. The sequential values in the table use the unshifted gap, so at these temperatures they show only the order of magnitude. The gap shift is only one of the neglected effects; the complete next-order conductance is not computed here.

## Real devices and what to do

The example's capacitance and resistances are rough typical values for small aluminium-oxide devices. One assumption to check is that the electrons are as cold as the thermometer. If the thermometer reads 50 mK while the electrons remain at 100 mK, the model gives 0.80 nS instead of 0.20 nS, a factor of four. Superconductivity is a second danger. For a rough critical temperature of 1.2 K, the gap without a field is about $180\ \mathrm{\mu eV}$, or 21 times $kT$ at 100 mK. It removes the very states that the $T^2$ counting uses, so the metal must be verified to be normal. A third danger is microwave noise from warmer parts of the wiring, which the model leaves out. An absorbed photon can pay the charging cost. For this device, unfiltered 4.2 K noise from an effective resistance of only $1\ \Omega$ on one lead adds roughly 0.15 nS, almost independent of $T$ and comparable with cotunnelling at 50 mK. Cotunnelling sets the leakage only when the leads are well filtered.

To identify inelastic cotunnelling, hold the gate at the valley centre and keep $eV\ll2\pi kT$. Then look for a slope of 2 between the elastic floor and the sequential crossover. In this example the model gives a slope close to 2 from 50 to 100 mK, but the currents are tiny: at $2\ \mathrm{\mu V}$ they are 0.4 fA at 50 mK and 1.6 fA at 100 mK, so the measurement needs long averaging or junctions of lower resistance. In the $T^2$ law, a gate offset of $0.1e$ raises the cotunnelling conductance by 8.5%, so drift of the background charge should be tracked.

To reduce the leakage, cooling below the crossover brings only a factor of four per halving of $T$. At fixed $T$ and $C$, doubling both junction resistances also cuts it fourfold, while the series conductance falls by two. At fixed $T$ and junction resistances, halving $C$ doubles $E_C$ and again cuts the leakage fourfold. These rules hold well below the crossover, as long as the inelastic term also exceeds the elastic one by a wide margin.

## Table of computed values

```
total capacitance: 0.40 fF
resistance of each junction: 200 kOhm
h/e^2: 25.813 kOhm
junction conductance: 5000 nS
series conductance without charging: 2500 nS
charging energy E_C: 200.3 ueV
E_C/k: 2.324 K
virtual time hbar/E_C: 3.29 ps
50 mK: kT = 4.309 ueV, E_C/kT = 46.48
50 mK: cotunnelling T^2 law = 0.1991 nS
50 mK: sequential = 1.513e-15 nS
50 mK: leading thermal correction = 0.73 %
100 mK: kT = 8.617 ueV, E_C/kT = 23.24
100 mK: cotunnelling T^2 law = 0.7965 nS
100 mK: sequential = 9.375e-06 nS
100 mK: leading thermal correction = 2.92 %
200 mK: kT = 17.235 ueV, E_C/kT = 11.62
200 mK: cotunnelling T^2 law = 3.186 nS
200 mK: sequential = 5.219e-01 nS
200 mK: leading thermal correction = 11.69 %
50 mK: off-resonant integral / T^2 law = 1.0075
100 mK: off-resonant integral / T^2 law = 1.0317
dlnG/dlnT of sequential at 100 mK: 22.24
crossover sequential = T^2 law: 256 mK
E_C/kT at crossover: 9.07
leading thermal correction there: 19 %
island size: 1000 x 100 x 30 nm^3
aluminium lattice constant (rough input): 0.405 nm
free-electron Fermi energy: 11.65 eV
level spacing per spin: 28.7 neV
level spacing / kT at 50 mK: 0.0067
elastic cotunnelling estimate: 2.340e-03 nS
elastic / inelastic at 50 mK: 1.18 %
elastic = inelastic at: 5.42 mK
tunnel coupling hbar(G_L+G_R)/(2 pi e^2): 0.00654
second-order lowering of gap: 2.15 %
conductance change from that gap: 4.45 %
bias voltage: 2.0 uV
50 mK: bias correction to I/V = 0.55 %
100 mK: bias correction to I/V = 0.14 %
gate offset: 0.10 e, cotunnelling factor 1.0851
magnetic field (rough input): 1.0 T
Zeeman change of density of states: 2.5e-06 (relative)
superconducting Tc (rough input): 1.2 K
BCS gap without field: 182 ueV
BCS gap / kT at 100 mK: 21.2
```
